# Merz's Switching Law from a Cylindrical Domain Spanning a Ferroelectric Film, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The critical energy of the reversed cylinder

**Theorem.** A ferroelectric film of thickness $d$ has spontaneous polarization of magnitude $P$, directed against an applied field $E>0$. Let reversal start with a circular cylinder of reversed polarization that spans the film, and let its wall cost a constant energy $\sigma$ per unit area. Then the energy that must be supplied to make the cylinder grow is

$$U^*=\frac{\pi\sigma^2 d}{2PE}. \tag{1}$$

If thermal activation over this barrier limits the switching, the mean switching time at temperature $T$ is

$$t=t_0\,e^{E_a/E},\qquad E_a=\frac{\pi\sigma^2 d}{2P\,kT}, \tag{2}$$

for $U^*\gg kT$. The factor $t_0$ varies as a power of $E$. It may be treated as constant over a limited range of field, at the price of a small shift in the fitted $E_a$. Equation (2) is Merz's law, and $E_a$ is called the activation field.

The assumptions are these.

1. The electrodes are perfect conductors, flush with the film and held at a fixed voltage $V=Ed$.
2. The wall energy $\sigma$ does not depend on the radius of the cylinder, on the field or on the direction of the wall in the film plane.
3. The two polarization states have the same energy at zero field, the same linear permittivity and the same interface energy with the electrodes. There is then no built-in preference for either state.
4. The cylinder spans the film from the start, and its radius $r$ is a continuous variable.
5. Each region that switches has one nucleation site, and the region fills quickly once its nucleus has passed the barrier.

The first three assumptions enter the energy, the fourth selects the shape, and the fifth connects the barrier with a measured time. Assumptions 1, 4 and 5 are examined below, whereas 2 and 3 are taken as given.

**Convention.** The $z$ axis is normal to the film and points along the applied field. The old domain has spontaneous polarization $-P$ along $z$, and the reversed domain has $+P$. The linear response of the crystal is kept apart from this spontaneous part, so that the displacement is $D_z=\varepsilon E_z+P_z$ with $P_z=\pm P$. Here $\varepsilon=\varepsilon_0\varepsilon_f$, and $\varepsilon_f$ is the relative permittivity of the film.

### Lemma 1: the field stays uniform

**Claim.** With perfect flush electrodes, a reversed cylinder with its axis along $z$ leaves the field in the film equal to $E=V/d$ everywhere.

**Proof.** Try the uniform field. It has no curl and gives the correct voltage. Within each domain both $E_z$ and $P_z$ are constant, so the divergence of the displacement is zero. At the side wall, the normal direction lies in the film plane. The normal components of the field and of the polarization are both zero there, so the normal displacement is continuous. The tangential field is the same on both sides. All the equations of electrostatics are therefore satisfied.

There is no second solution. The difference of two solutions would be a field $-\nabla\varphi$, with $\varphi=0$ on both electrodes and $\nabla\cdot(\varepsilon\nabla\varphi)=0$ in the film. Multiply this equation by $\varphi$ and integrate by parts. For a disturbance that dies out far away in the plane, the boundary terms vanish, and $\int\varepsilon|\nabla\varphi|^2\,dV=0$. Hence $\nabla\varphi=0$. $\square$

The bound charge at the two ends of the cylinder is not absent. It lies against the metal, and the free charge on the metal changes to compensate it. Neglecting the stray field is thus no approximation for this shape between perfect electrodes. It becomes one when the compensating charge sits at some distance from the film, a case treated in Part II.

### Lemma 2: the energy of a cylinder of radius $r$

**Claim.** Relative to the unreversed film, at fixed voltage,

$$U(r)=2\pi r d\,\sigma-2\pi r^2 d\,PE. \tag{3}$$

**Proof.** At fixed voltage the battery exchanges energy with the film, so the quantity that decides the direction of change is the stored energy minus the work done by the battery. Consider unit volume of a uniform domain. Its energy at zero field is $f_0$, which by assumption 3 is the same for both states. Raising the field at fixed spontaneous polarization adds $\int E_z\,dD_z=\int\varepsilon E_z\,dE_z=\tfrac12\varepsilon E^2$. The electrode charge per area is $D_z$, so the battery term per volume is $ED_z=\varepsilon E^2+EP_z$. The relevant energy density is

$$g=f_0+\tfrac12\varepsilon E^2-\left(\varepsilon E^2+EP_z\right)=f_0-\tfrac12\varepsilon E^2-EP_z.$$

Reversal replaces $P_z=-P$ by $P_z=+P$. The first two terms are unchanged, and the third changes from $+PE$ to $-PE$. The change is $-2PE$ per volume. The factor 2 is there because the polarization changes by $2P$, not by $P$.

The cylinder has volume $\pi r^2d$, so the field term is $-2PE\,\pi r^2d$. Its side wall has area $2\pi rd$ and costs $2\pi rd\,\sigma$. The two ends touch metal and carry no domain wall, and by assumption 3 the interface energy does not change. The sum is (3). $\square$

The wall term grows as $r$ and the field term as $r^2$. A small cylinder therefore costs energy and tends to shrink, whereas a large one gains energy and tends to grow. Both terms are proportional to $d$, because the whole column reverses together.

### Lemma 3: critical radius and critical energy

**Claim.** The energy (3) has one stationary point, a maximum, at

$$r^*=\frac{\sigma}{2PE}, \tag{4}$$

and its height is (1).

**Proof.** The derivative is

$$\frac{dU}{dr}=2\pi d\,\sigma-4\pi d\,PE\,r.$$

Setting it to zero gives $r=\sigma/(2PE)$. The second derivative is $-4\pi d\,PE<0$, so the point is a maximum. To find its height, use $2PE=\sigma/r^*$ in the field term:

$$U(r^*)=2\pi d\sigma r^*-\pi d\,r^{*2}\,\frac{\sigma}{r^*}=\pi d\sigma r^*.$$

The field has paid back half of the wall energy at this point. Inserting (4) gives $U^*=\pi\sigma^2d/(2PE)$. $\square$

The inverse dependence on the field has a simple origin. The critical radius varies as $1/E$, and the barrier is proportional to the area of the critical side wall, which has a fixed height $d$. The square of $\sigma$ arises because a costlier wall both raises the energy per area and enlarges the critical cylinder.

Dividing (1) by $kT$ gives

$$b\equiv\frac{U^*}{kT}=\frac{E_a}{E}. \tag{5}$$

This is the exponent of Merz's law. At fixed $\sigma$, $P$ and $T$, the activation field is proportional to $d$. If films of different thickness are compared at the same voltage instead of the same field, then $E=V/d$ and the exponent varies as $d^2$. Both scalings follow from the assumption that the nucleus spans the film. The barrier of a nucleus shorter than the film, such as the needle in the example below, hardly depends on $d$ at fixed field, so these scalings should not be expected of real films in general.

At vanishing field both $r^*$ and $U^*$ diverge. In a region of finite radius $R$ the theory has already failed before this limit, since a critical cylinder must fit inside the region. The condition $r^*<R$ reads $E>\sigma/(2PR)$.

### Remark 1: why the shape must be imposed

If stray fields are ignored for every shape, the spanning cylinder need not be the cheapest nucleus. Consider a reversed sphere of radius $R_s$ inside the film. With the same wall energy and the same gain per volume,

$$U_s=4\pi R_s^2\sigma-\frac{8\pi}{3}R_s^3PE.$$

The derivative $8\pi R_s\sigma-8\pi R_s^2PE$ vanishes at $R_s=\sigma/(PE)=2r^*$. The height there is

$$U_s^*=\frac{4\pi\sigma^3}{P^2E^2}-\frac{8\pi\sigma^3}{3P^2E^2}=\frac{4\pi\sigma^3}{3P^2E^2}.$$

Its ratio to the cylinder barrier is

$$\frac{U_s^*}{U^*}=\frac{4\pi\sigma^3}{3P^2E^2}\cdot\frac{2PE}{\pi\sigma^2d}=\frac{8\sigma}{3PEd}=\frac{16\,r^*}{3d}.$$

The sphere is cheaper when $r^*<3d/16$. Its diameter $4r^*$ is then less than $3d/4$, so it also fits into the film. Its barrier varies as $1/E^2$ and would not give Merz's law.

What opposes the sphere is the charge on its surface. The polarization jumps by $2P$ there, so the bound charge per area is $2P\cos\theta$, where $\theta$ is the angle from the $z$ axis. Take the surrounding medium to have isotropic permittivity $\varepsilon$ and the electrodes to be far away. The potential due to this charge is $az$ inside and $aR_s^3\cos\theta/\rho^2$ outside, where $\rho$ is the distance from the centre. These expressions agree at the surface. The radial field just outside is $2a\cos\theta$ and just inside is $-a\cos\theta$, so the jump condition is $3\varepsilon a\cos\theta=2P\cos\theta$. Hence $a=2P/(3\varepsilon)$.

The electrostatic energy is half the integral of charge times potential. Since the average of $\cos^2\theta$ over the sphere is $1/3$, it equals

$$\frac12\,(2P)(aR_s)\,\frac{4\pi R_s^2}{3}=\frac{2P^2}{3\varepsilon}\cdot\frac{4\pi R_s^3}{3}.$$

The second factor is the volume. The net gain per volume is therefore $2PE-2P^2/(3\varepsilon)$, and it is positive only for

$$E>\frac{P}{3\varepsilon}. \tag{6}$$

Below this field a reversed sphere in the bulk of the film costs energy at every size. The same electrostatics that is absent for the spanning cylinder thus removes the sphere as a competitor. The estimate does not exclude elongated nuclei. For a spheroid stretched along $z$, the factor $1/3$ in the charge energy is replaced by a smaller depolarization factor, and a half-spheroid standing on one perfect electrode has half the barrier of the full one. Such a needle can have a lower barrier than the cylinder, as the example below shows. Spanning is therefore an assumption of the theorem and not a result.

### Remark 2: barrier and radius are tied together

Equation (4) gives $\sigma=2PEr^*$. Inserting this in $U^*=\pi d\sigma r^*$ removes the wall energy:

$$U^*=2\pi PEd\,r^{*2}. \tag{7}$$

For given $P$, $E$ and $d$, the barrier and the critical radius cannot be chosen independently. A critical cylinder much wider than a lattice cell may have a barrier too high for thermal activation. A barrier low enough to cross may require a cylinder narrower than a cell. Which of these happens depends on the numbers.

### The energies in an example

Take a film of $d=10$ nm with $P=20$ µC/cm² and $T=300$ K. These are rough typical values for ferroelectric hafnia films. The wall energy $\sigma=10$ mJ/m² is a round model value. At $E=1$ MV/cm, or $10^8$ V/m, equation (4) gives

$$r^*=\frac{0.010}{2(0.20)(10^8)}\ \text{m}=0.25\ \text{nm}.$$

The barrier from (1) is 0.490 eV. With $kT=0.02585$ eV this is $b=18.96$, so the activation field is 18.96 MV/cm, or $1.896\times10^9$ V/m. At 2 MV/cm both the radius and the barrier are halved, to 0.125 nm and 0.245 eV.

The sphere without its charge would have a barrier of 0.065 eV at 1 MV/cm, or 0.133 of the cylinder barrier. With $\varepsilon_f=30$, again a rough value, condition (6) requires 2.5 MV/cm. The sphere is thus excluded at 1 to 2 MV/cm within the estimate of Remark 1.

A needle is not excluded. With the same wall energy and permittivity, a half-spheroid on one electrode, about 3.8 nm long and 0.52 nm in radius at its base, has a barrier of about 0.21 eV at 1 MV/cm. At 2 MV/cm the barrier of the best such needle is about 0.03 eV. Both values lie well below the cylinder barrier, and they fall faster than $1/E$. In this example the cylinder is therefore not the easiest nucleus, and the times computed from it in Part II apply only if spanning is imposed.

The critical radii are smaller than a lattice cell, which contradicts assumption 4. Equation (7) shows that another choice of wall energy does not cure this. To have $r^*=1$ nm at 1 MV/cm, the wall energy would have to be 40 mJ/m². The barrier would then be 7.84 eV, or about 303 $kT$, and thermal switching would not occur on any useful time scale.

### Remark 3: what a lattice does to the barrier

Let reversal proceed by whole square columns of width $a$, with the same wall energy on every exposed side. A first column has four sides of area $ad$, so its energy is

$$W_1=4ad\,\sigma-2PEa^2d. \tag{8}$$

Each further column is added next to a reversed one. It brings four sides, but every contact with a reversed neighbour removes two exposed sides, one from each column. The number of exposed sides therefore rises by at most two. The energy changes by at most $2ad\sigma-2PEa^2d$, which is zero or negative when $E\ge\sigma/(Pa)$. In this range no later state lies above the first column.

For $a=0.5$ nm the range begins at 1 MV/cm. The first column costs 0.624 eV at 1 MV/cm, 0.312 eV at 1.5 MV/cm and nothing at 2 MV/cm. The continuous cylinder gives 0.490, 0.327 and 0.245 eV. The sizes are comparable at the two lower fields, but the laws differ: $W_1$ falls linearly with $E$, not as $1/E$. The zero at 2 MV/cm refers to complete columns. It says nothing about the energy of a column that is partly reversed, which may still present a barrier.

The inverse-field exponent is thus a result for a continuous radius. For these example values it is an extrapolation of the continuum model below the size at which a continuous cylinder has a clear meaning.

## Part II. From the critical energy to the switching time

Part I considered a reversed cylinder of radius $r$ in a film of thickness $d$, with polarization $P$, wall energy $\sigma$ and opposing field $E$. Its energy is $U(r)=2\pi rd\sigma-2\pi r^2dPE$. The maximum lies at $r^*=\sigma/(2PE)$ and has height $U^*=\pi\sigma^2d/(2PE)$. The ratio $b=U^*/kT$ equals $E_a/E$. The film permittivity is $\varepsilon=\varepsilon_0\varepsilon_f$. It remains to show that the waiting time contains $e^b$, and to find how its prefactor depends on the field.

In the scaled radius $x=r/r^*$, the wall term divided by $U^*=\pi d\sigma r^*$ is $2x$. The field term is $-2\pi r^{*2}x^2dPE=-\pi d\sigma r^*x^2$, by $2PEr^*=\sigma$. Hence

$$u\equiv\frac{U}{kT}=b\,(2x-x^2). \tag{9}$$

The energy starts at zero, reaches $b$ at $x=1$ and returns to zero at $x=2$.

### Lemma 4: random motion of the wall

Let a wall moving at speed $v$ feel a friction force $\eta v$ per unit area. The side wall has area $2\pi rd$, and inertia is neglected. Without thermal noise, the balance of forces along $r$ is

$$2\pi rd\,\eta\,\frac{dr}{dt}=-\frac{dU}{dr}=4\pi d\,PEr-2\pi d\sigma.$$

Division by $2\pi rd\eta$ gives

$$\frac{dr}{dt}=\frac{1}{\eta}\left(2PE-\frac{\sigma}{r}\right)=\frac{2PE}{\eta}\left(1-\frac{r^*}{r}\right). \tag{10}$$

A cylinder smaller than $r^*$ shrinks, and one much larger than $r^*$ grows at the speed $2PE/\eta$ of a flat wall.

Thermal noise lets a small cylinder grow against this drift. Its strength must be such that equilibrium has the Boltzmann weight. The mobility is $1/(2\pi rd\eta)$, so the diffusion coefficient of the radius is

$$\mathcal D(r)=\frac{kT}{2\pi rd\,\eta}. \tag{11}$$

Let $p(r)$ be the probability density of the radius. The current

$$J=-\mathcal D\,e^{-u}\frac{d}{dr}\left(e^{u}p\right)=-\mathcal D\frac{dp}{dr}-\mathcal D\frac{du}{dr}\,p \tag{12}$$

vanishes for $p\propto e^{-u}$. Its last term is the drift from (10), because $-\mathcal D\,du/dr$ equals the mobility times $-dU/dr$. This confirms (11).

The choice of $e^{-u}dr$ as the equilibrium weight is part of the model. The energy alone does not say how many microscopic states belong to an interval of radius. The effect of another choice is worked out in Remark 5.

The critical energy of the spanning cylinder is now established, along with the equation for the random motion of its radius. It remains to derive the mean passage time, to show that it contains $e^b$ with a prefactor that varies as a power of the field, and to test the result on the example.
